# Does a Kirchhoff transformation linearise heat conduction in a multilayer chip?

## Question

I am modelling steady self-heating of a transistor: a 2 µm film on a 14 µm substrate, heated by a strip on top and held at 300 K at the base. Both conductivities fall with temperature, but with different exponents. I introduced the transformed temperature rise

$$\vartheta_i(T)=\frac{1}{k_{i0}}\int_{T_0}^{T}k_i(T')\,dT',\qquad k_{i0}=k_i(T_0),$$

in each layer $i$, which turns the heat equation into Laplace's equation. I then solved the two-layer problem with constant conductivities $k_{i0}$, taking $\vartheta$ and the heat flux as continuous at the interface, and converted back to temperature at the end. The hottest point came out at 455 K. A direct nonlinear calculation gives 441 K. The transformation is exact in each layer, so where does the difference come from? And is the trouble simply that $\vartheta$ ought to jump at the interface?

## Answer

The difference comes from the interface condition. The physical temperature is continuous there, and your $\vartheta$ generally is not. Setting that jump to zero is the whole of your error. But a jump need not destroy linearity, provided it is kept in the calculation: what destroys linearity is a jump that depends nonlinearly on the transformed variable at the interface.

I assume Fourier's law, isotropic conductivities $k_i(T)>0$, a perfect bond, a prescribed flux on top and adiabatic sides. Layer 1 is the film and layer 2 the substrate.

### What the transformation achieves inside a layer

It is convenient to use the heat potential $U_i=k_{i0}\vartheta_i=\int_{T_0}^{T}k_i\,dT'$. The chain rule gives $\nabla U_i=k_i\nabla T$, so that

$$\nabla\cdot(k_i\nabla T)=0\quad\Longrightarrow\quad\nabla^2U_i=0 .$$

Could another function of temperature serve better? Any such function can be written $\varphi(U)$, and

$$\nabla^2\varphi(U)=\varphi'(U)\nabla^2U+\varphi''(U)|\nabla U|^2=\varphi''(U)|\nabla U|^2 .$$

For this to vanish where heat flows, $\varphi''$ must be zero. The freedom left in each layer is therefore a scale factor and a constant shift.

### What happens at the interface

Let $z$ point downwards. The downward flux is $-k_i\partial_zT=-\partial_zU_i$, so flux continuity is linear:

$$\partial_zU_1=\partial_zU_2 .$$

Temperature continuity says that $U_1$ and $U_2$ belong to the same $T$. This defines a curve $U_2(U_1)$ with slope

$$\frac{dU_2}{dU_1}=\frac{dU_2/dT}{dU_1/dT}=\frac{k_2(T)}{k_1(T)} .$$

The curve is a straight line if and only if $k_2/k_1$ is constant over the range of interface temperatures. Scaling and shifting $U_1$ and $U_2$ cannot straighten a curved line. Hence, among transformations that act on the temperature point by point in each layer, one linearises the stack if and only if the conductivities are proportional over that range. With more layers, the same test applies at each interface.

If $k_2=c\,k_1$ at all temperatures from $T_0$ up to the hottest interface point, then $U_2=c\,U_1$. The potential jumps by a factor $c$, yet the problem is linear. Dividing by $k_{i0}$ removes even this jump, and your method is then correct. If the proportionality holds only over the interface range, then $U_2=c\,U_1+d$ there: the line is still straight, but $\vartheta$ in general jumps and your method fails.

### How large is the jump?

Write $\Delta=T-T_0$ and $k_i=k_{i0}(1+\beta_i\Delta+\dots)$. Integration gives $\vartheta_i=\Delta+\tfrac12\beta_i\Delta^2+\dots$, and therefore

$$\vartheta_1-\vartheta_2\approx\tfrac12(\beta_1-\beta_2)\Delta^2 .$$

The jump is of second order in the temperature rise, so your method is sound to first order. But the correction the transformation was meant to capture, $\tfrac12\beta_i\Delta^2$, is of second order too. Unless $\beta_1$ and $\beta_2$ are close, the neglected jump is comparable with that correction.

### A case that can be done by hand

Take uniform flux $q$ through a film of thickness $a$ and a substrate of thickness $b$, with

$$k_i=k_{i0}(T/T_0)^{-n_i},\quad n_1=\tfrac32,\quad n_2=\tfrac12 .$$

Integrating these laws gives

$$\vartheta_1=2T_0\left[1-\sqrt{T_0/T}\right],\qquad \vartheta_2=2T_0\left[\sqrt{T/T_0}-1\right].$$

Since $-dU_i/dz=q$ throughout, integration across each layer gives, for interface temperature $T_I$,

$$U_2(T_I)=qb,\qquad U_1(T_{\rm top})=U_1(T_I)+qa .$$

I use round model values: $T_0=300$ K, $k_{10}=150$ and $k_{20}=100$ W/(m K), $a=2$ µm, $b=14$ µm and $q=10^9$ W/m².

- On the substrate side, $\vartheta_2=qb/k_{20}=140$ K. Inverting the substrate law, $T_I=300(1+140/600)^2=456.3$ K.
- At that same temperature the film has $\vartheta_1=600(1-\sqrt{300/456.3})=113.5$ K.
- The film adds $qa/k_{10}=13.33$ K, so, keeping one more digit, $\vartheta_1=113.51+13.33=126.84$ K at the top and $T_{\rm top}=300/(1-126.84/600)^2=482.4$ K.

Continuous $\vartheta$ instead carries 140 K across the interface. The top then has $\vartheta_1=153.33$ K, which converts to 541.3 K. The error is 58.9 K, about 32% of the correct temperature rise. In the transformed variable it is $\vartheta_2(T_I)-\vartheta_1(T_I)=26.5$ K, the omitted jump. Direct integration of Fourier's law confirms the 482.4 K.

This stack is easily solved because the flux is known in advance and the layers can be treated in sequence. It is still not linear: $U_1(T_I)$ is a nonlinear function of $q$.

### The correct equation for your transistor

Under a strip heater the interface temperature varies sideways and is unknown. With adiabatic sides at $x=0$ and $x=L$, expand in $\cos\kappa x$, where $\kappa=m\pi/L$ and $m=0,1,2,\dots$ Let $q_\kappa$ be the mode amplitude of the top flux, and $u_{i\kappa}$ that of $U_i(T_I(x))$. With $z=0$ at the top, the solutions of Laplace's equation for $\kappa>0$ are

$$U_{1\kappa}(z)=\frac{u_{1\kappa}\cosh\kappa z+(q_\kappa/\kappa)\sinh\kappa(a-z)}{\cosh\kappa a},$$

$$U_{2\kappa}(z)=u_{2\kappa}\frac{\sinh\kappa(a+b-z)}{\sinh\kappa b}.$$

The first has flux $q_\kappa$ at the top and value $u_{1\kappa}$ at $z=a$. The second has value $u_{2\kappa}$ at $z=a$ and vanishes at the base. Their downward fluxes at the interface are

$$-U_{1\kappa}'(a)=\frac{q_\kappa}{\cosh\kappa a}-\kappa\tanh(\kappa a)\,u_{1\kappa},\qquad -U_{2\kappa}'(a)=\kappa\coth(\kappa b)\,u_{2\kappa}.$$

Equating them gives

$$\kappa\coth(\kappa b)\,u_{2\kappa}+\kappa\tanh(\kappa a)\,u_{1\kappa}=\frac{q_\kappa}{\cosh\kappa a}.$$

For the uniform mode the flux is the same in both layers, so $u_{20}/b=q_0$.

Both sets of amplitudes come from one unknown function $T_I(x)$, through two different nonlinear functions. That is where the nonlinearity now sits. The transformation remains useful, because it reduces a nonlinear problem in the whole cross-section to one on the interface line. Newton's method solves it, with $k_1(T_I)$ and $k_2(T_I)$ as the local slopes. The surface then follows from

$$U_{1\kappa}(0)=\frac{u_{1\kappa}}{\cosh\kappa a}+\frac{q_\kappa}{\kappa}\tanh\kappa a,$$

or $u_{10}+q_0a$ for the uniform mode.

### Tracing your error to the jump

Let $e_i$ be your $\vartheta_i$ minus the correct one at the interface, and let $J=\vartheta_2(T_I)-\vartheta_1(T_I)$ be evaluated in the correct solution. Both solutions have the same heater flux, so it cancels in the difference. Using $U_i=k_{i0}\vartheta_i$ and dividing by $\kappa$,

$$k_{20}\coth(\kappa b)\,e_{2\kappa}+k_{10}\tanh(\kappa a)\,e_{1\kappa}=0 .$$

Your two interface values are equal, so $e_1-e_2=J$. Substituting $e_{2\kappa}=e_{1\kappa}-J_\kappa$ and dividing by $\cosh\kappa a$ to reach the surface gives

$$e_\kappa^{\rm surface}=\frac{k_{20}\coth\kappa b}{k_{20}\coth\kappa b+k_{10}\tanh\kappa a}\;\frac{J_\kappa}{\cosh\kappa a}.$$

For the uniform mode $e_{20}=0$, and the surface error is $J_0$. If $J$ vanishes along the interface, so does the error. Modes with $\kappa>0$ are reduced, strongly so once their wavelength is down to a few film thicknesses.

### Reading the numbers

Keep the same conductivities at 300 K and the same thicknesses. Let the heater have half-width 2 µm in a half-cell 16 µm wide, with flux $3\times10^9$ W/m². The strip then dissipates $4\times10^{-6}\times3\times10^9=12\,000$ W/m. The temperatures below are at the centre of the heater, and the errors are formed before rounding.

| $n_1,\ n_2$ | Correct $T$ (K) | Continuous $\vartheta$ (K) | Error (K) |
|---|---:|---:|---:|
| 1.5, 0.5 | 441.3 | 455.4 | +14.2 |
| 0.5, 1.5 | 434.6 | 423.7 | −10.9 |
| 1.5, 1.5 | 455.4 | 455.4 | 0.0 |

A separate finite-volume calculation, done in physical temperature without any transformation, agrees with the correct column to about 0.01 K.

The first row is your case. Below the heater centre the interface is at 394.4 K, where $\vartheta_1=76.7$ K and $\vartheta_2=88.0$ K. The jump there is 11.3 K. After the mode weighting above, the predicted surface error is 7.75 K in $\vartheta$, as the finite-volume results also give. Converting to temperature multiplies a small error by $dT/d\vartheta_1=k_{10}/k_1=(441.3/300)^{1.5}\approx1.78$, which gives 13.8 K. The full 14.2 K is slightly larger because this factor grows with temperature.

In the second row the exponents are exchanged and the error changes sign. Continuous $\vartheta$ is therefore not a safe upper estimate of the peak temperature. The size of these errors belongs to the model exponents, which differ by 1. Since $\beta_i=-n_i/T_0$, the leading jump is proportional to $n_1-n_2$, so a pair of materials whose exponents differ by only 0.1 gives an error roughly ten times smaller at a similar temperature rise.

The third row has proportional conductivities. At the interface below the heater centre, $U$ is 12 770 W/m in the film and 8513 W/m in the substrate, a large jump, yet your method is correct.

The first and third rows also share the same continuous-$\vartheta$ result. Your calculation uses $k_{20}$, but the substrate exponent $n_2$ never enters the film temperature. You have correctly solved a different chip, one whose substrate follows the film's temperature law. If you had converted the substrate back with its own law, you would have found a false step in physical temperature at the interface.

Superposition gives another check. If $U_2=c\,U_1$ at the interface, then with this cold base doubling the power doubles $\vartheta$ at the surface. Going from half the stated flux to the full flux, the calculated ratios are 1.932, 2.081 and 2.000 for the three rows.

### Can a better scale factor rescue the method?

It can reduce the error near a chosen power, but it cannot make the method exact at every power. In your case $k_2/k_1$ is 0.667 at 300 K and 0.877 at the interface below the heater centre. You may replace the curve $U_2(U_1)$ by the straight line through the origin and one operating point. But the true curve leaves the origin with slope $k_{20}/k_{10}$, and the fitted line does not. At small temperature rises the fitted line is therefore wrong already to first order, where your original method is sound. A fit made at high power should not be carried down to low power.

Proportional conductivities also do not cure nonlinearities from elsewhere. A cooled surface with flux $h(T-T_a)$, where $h$ is a heat-transfer coefficient and $T_a$ the ambient temperature, needs $T(U)$, which is curved when $k$ varies. A contact resistance $R$ imposes $T_1(U_1)-T_2(U_2)=Rq$, with the same difficulty. In a transient, the heat capacity per volume $C$ gives $C\,\partial_tT=(C/k)\,\partial_tU$, which is linear in $U$ if $C/k$ does not depend on temperature.

The values for all three cases are in the numerical output below.

## Calculated quantities

```
Reference and base temperature: 300 K
Reference conductivity, film: 150 W/(m K)
Reference conductivity, substrate: 100 W/(m K)
Film thickness: 2 um; substrate: 14 um
Half-cell width: 16 um
Heater half-width: 2 um
Heater flux: 3.00e+09 W/m^2
Full-strip power per length: 12000 W/m
Jump theta_film-theta_sub at 1 K rise, quadrature: -0.001661 K
Same jump, leading term: -0.001667 K
1D (n_film=1.5, n_sub=0.5), flux: 1.00e+09 W/m^2
1D interface temperature: 456.33 K
1D interface theta, substrate side: 140.00 K
1D interface theta, film side: 113.51 K
1D theta rise across film: 13.33 K
1D top temperature, correct: 482.41 K
1D top temperature, by direct integration: 482.41 K
1D top temperature, shortcut: 541.32 K
1D shortcut error: 58.91 K
2D shortcut surface theta, modes: 113.04 K
2D shortcut surface theta, finite volumes: 113.04 K
2D CASE n_film=1.5, n_sub=0.5
  Surface T, interface equation: 441.29 K
  Surface T, finite volumes: 441.29 K
  Surface T, shortcut: 455.45 K
  Shortcut minus interface equation: 14.15 K
  Interface T on axis: 394.43 K
  U there, film / substrate: 11509 / 8798 W/m
  theta there, film / substrate: 76.73 / 87.98 K
  k_sub/k_film at T_REF / there: 0.6667 / 0.8765 (no unit)
  Surface theta error, from jump / observed: 7.75 / 7.75 K
  theta(full power)/theta(half power): 1.9318 (no unit)
2D CASE n_film=0.5, n_sub=1.5
  Surface T, interface equation: 434.57 K
  Surface T, finite volumes: 434.57 K
  Surface T, shortcut: 423.69 K
  Shortcut minus interface equation: -10.88 K
  Interface T on axis: 402.45 K
  U there, film / substrate: 14241 / 8197 W/m
  theta there, film / substrate: 94.94 / 81.97 K
  k_sub/k_film at T_REF / there: 0.6667 / 0.4970 (no unit)
  Surface theta error, from jump / observed: -9.10 / -9.10 K
  theta(full power)/theta(half power): 2.0806 (no unit)
2D CASE n_film=1.5, n_sub=1.5
  Surface T, interface equation: 455.45 K
  Surface T, finite volumes: 455.44 K
  Surface T, shortcut: 455.45 K
  Shortcut minus interface equation: 0.00 K
  Interface T on axis: 407.41 K
  U there, film / substrate: 12770 / 8513 W/m
  theta there, film / substrate: 85.13 / 85.13 K
  k_sub/k_film at T_REF / there: 0.6667 / 0.6667 (no unit)
  Surface theta error, from jump / observed: 0.00 / -0.00 K
  theta(full power)/theta(half power): 2.0000 (no unit)
```
